# Where a [100] silicon nanowire puts its conduction minimum

**Q:** Bulk silicon has an indirect gap. A nanowire is a piece of silicon, so its gap must be indirect too, whichever way the wire points.

**A:** What do you mean by indirect in the wire?

**Q:** That the conduction minimum and the valence maximum lie at different wave vectors. In the bulk, the valence maximum is at $\Gamma$. The six conduction valleys lie on the cubic axes, at distance $k_0$ from $\Gamma$.

**A:** Different values of which wave vector? The wire repeats along its axis and nowhere else. Its surfaces break the translations across it, so transverse momentum labels no state. A wire band is a function of one number $k$, defined modulo $2\pi/T$, where $T$ is the repeat length. To locate a bulk valley in the wire, project its wave vector on the axis and reduce the result to $-\pi/T<k\le\pi/T$.

**Q:** Then do it for a wire along $x=[100]$.

**A:** Silicon's lattice vectors are $(a/2)(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even, where $a$ is the cubic lattice constant. Along [100] we need $(n,0,0)$ with $n$ even, so the shortest vector has $n=2$ and $T=a$. The valleys on $\pm y$ and $\pm z$ have no $x$ component, so all four project to $k=0$. The axial valleys, on $\pm x$, project to $\pm k_0$.

For numbers I use an $sp^3d^5s^*$ tight-binding model: ten orbitals per atom, nearest-neighbour hopping, no spin–orbit coupling. Diagonalizing its bulk Hamiltonian gives $k_0=0.813\,(2\pi/a)$, which lies outside the wire's zone. Subtracting one reciprocal period gives

$$k_0-\frac{2\pi}{a}=-0.187\,\frac{2\pi}{a}=-0.373\,\frac{\pi}{a},$$

where the last figure was rounded from the unrounded $k_0$. The other axial valley folds to $+0.373\,\pi/a$.

**Q:** So there are conduction states at zone centre, but also states away from it. In the bulk all six valleys have the same energy. You have a tie, not a direct gap.

**A:** Yes, projection alone gives a tie. Confinement must break it, and it can, because the valleys are anisotropic. Each has a heavy mass $m_l$ along its own axis and a light mass $m_t$ across it. From the curvature of the model's bulk band, $m_l=0.891\,m_0$ and $m_t=0.201\,m_0$, with $m_0$ the free-electron mass.

Write a wire state as a rapidly varying bulk valley state times a slow envelope. Assume that one valley suffices, that its band is parabolic, that the wire is unstrained, and that every valley feels the same potential $U(y,z)$ and the same hard walls. Measure energy from the bulk conduction edge. At each valley's minimum in $k$, motion along the wire adds nothing, and the envelope Hamiltonians are

$$H_x=\frac{p_y^2+p_z^2}{2m_t}+U,\qquad H_y=\frac{p_y^2}{2m_l}+\frac{p_z^2}{2m_t}+U .$$

The subscript names the axis on which the valley lies. For an $x$ valley both confined directions are transverse, so both carry $m_t$. For a $y$ valley, motion along $y$ carries $m_l$. Exchanging the roles of $y$ and $z$ in the kinetic energy gives $H_z$.

**Q:** A heavier mass costs less confinement energy, so the $y$ valleys should be lower. But you have left $U$ and the cross-section unspecified. Could an awkward shape reverse that?

**A:** Not within these assumptions. Subtract the two Hamiltonians:

$$H_y=H_x-\frac12\left(\frac1{m_t}-\frac1{m_l}\right)p_y^2 .$$

Let $\varphi$ be the normalized ground state of $H_x$, with energy $E_x$. It vanishes at the same walls, so it is an allowed trial function for $H_y$. The variational principle then gives

$$E_y\le\langle\varphi|H_y|\varphi\rangle
=E_x-\frac12\left(\frac1{m_t}-\frac1{m_l}\right)\langle\varphi|p_y^2|\varphi\rangle .$$

The bracket of masses is positive because $m_l>m_t$. The expectation value is $\hbar^2\int|\partial_y\varphi|^2\,dy\,dz$. It could vanish only if $\varphi$ did not depend on $y$, but then the walls would force $\varphi=0$ everywhere. Hence $E_y<E_x$. The same argument with $p_z^2$ gives $E_z<E_x$.

**Q:** Show me an awkward case.

**A:** Take a square of side $W=5$ nm and remove the corner where $y>0.55W$ and $z>0.4W$. Add the potential energy $0.05\,(y/W)+0.03\,(z/W)^2$ in eV. Finite differences on a grid of $30\times30$ interior points, before the corner is removed, give ground energies of 0.297 eV for the axial valleys, 0.146 eV for the $y$ valleys and 0.178 eV for the $z$ valleys. The trial-function bound for the $y$ valleys is 0.158 eV, above their computed energy, as it must be. The grid is coarse at the cut corner: refining it raises the three ground energies by 3 to 8% and keeps their order. The section treats $y$ and $z$ differently, so the four zone-centre valleys split into two pairs. Both pairs remain below the axial one.

**Q:** Your inequality contains no critical width. I had heard that the wire must be sufficiently thin.

**A:** In this model thinness does not decide the order. It decides the size of the splitting. For a square wire of width $W$ with hard walls and $U=0$, the ground envelope is $\sin(\pi y/W)\sin(\pi z/W)$. Each squared momentum gives $\pi^2\hbar^2/W^2$, so

$$E_x=\frac{\pi^2\hbar^2}{2W^2}\,\frac{2}{m_t},\qquad
E_y=E_z=\frac{\pi^2\hbar^2}{2W^2}\left(\frac1{m_l}+\frac1{m_t}\right).$$

Their difference is

$$\Delta=E_x-E_y=\frac{\pi^2\hbar^2}{2W^2}\left(\frac1{m_t}-\frac1{m_l}\right).$$

As $W\to\infty$, $\Delta\to0$ and your tie returns. A useful scale is the width $W_T$ at which $\Delta=k_BT$. Solving for the width gives

$$W_T=\pi\hbar\sqrt{\frac{1}{2k_BT}\left(\frac1{m_t}-\frac1{m_l}\right)} .$$

At 300 K, $k_BT=0.02585$ eV and $W_T=7.48$ nm. In much wider wires the minimum is still at $k=0$ in this model, but thermal electrons hardly distinguish the two sets of valleys.

**Q:** The envelope model assumes bulk valleys and bulk masses. In a wire a few atoms wide, why should I believe either?

**A:** You should not take them on trust there. The alternative is to diagonalize the whole wire atom by atom. I used the same tight-binding model for square [100] wires, $N$ cubic cells wide in each transverse direction. At every missing neighbour, the surface atom's dangling $sp^3$ hybrid is raised by 30 eV, which imitates passivation by keeping surface states out of the gap. No effective mass or valley enters this calculation.

There are $4N$ atomic layers across the wire, spaced by $a/4$. For comparison with the envelope formula I place the hard walls one layer outside the outermost atoms, so $W=(4N+1)a/4$, with $a=0.5431$ nm. Since $\Delta$ varies as $1/W^2$ and equals $k_BT$ at $W_T$, the prediction for $N=5$ is

$$\Delta=k_BT\left(\frac{W_T}{W}\right)^2
=0.02585\left(\frac{7.48}{2.851}\right)^2\text{ eV}=0.178\text{ eV}.$$

I sampled nine values of $k$ from zone centre to zone boundary. "Height" below is the energy of the lowest conduction band near $k=0.373\,\pi/a$, measured from the conduction edge at $k=0$. It is the smallest value found at $0.3$, $0.373$ and $0.45\,\pi/a$.

| $N$ | $W$ (nm) | Gap at $k=0$ (eV) | Height (eV) | $\Delta$ (eV) |
|---|---|---|---|---|
| 2 | 1.222 | 3.09 | 0.183 | 0.968 |
| 3 | 1.765 | 2.18 | 0.204 | 0.464 |
| 4 | 2.308 | 1.80 | 0.147 | 0.271 |
| 5 | 2.851 | 1.59 | 0.111 | 0.178 |

In all four wires the lowest sampled conduction energy is at $k=0$.

**Q:** That puts the conduction minimum where you said. A direct gap also needs the valence maximum there.

**A:** It does, and the argument about conduction valleys says nothing about it. In these four calculations the highest sampled valence energy is also at $k=0$. So the gap is direct in this model, to the resolution of the $k$ grid. The bulk gap of the same model is 1.15 eV and indirect.

**Q:** Your envelope formula does badly, though. At $N=2$ it gives 0.968 eV and the atoms give 0.183 eV.

**A:** At $N=2$ and $N=3$ the two columns do not even describe the same thing. On a finer grid, in steps of $0.05\,\pi/a$, the lowest conduction band rises all the way from zone centre to zone boundary, although at $N=3$ it nearly levels off just beyond $0.3\,\pi/a$. The height is therefore not the energy of a separate axial minimum. For $N=4$ and $N=5$ there is a separate dip: the lowest band near the folded position lies below its values at both $0.25$ and $0.6\,\pi/a$. In those two wires the height divided by $\Delta$ is $0.147/0.271=0.54$ and $0.111/0.178=0.62$. Even at 2.851 nm the formula is too large by about 60% of the atomistic height.

One reason to distrust it in the thinnest wire can be seen directly. Along each confined direction, the sine envelope has a root-mean-square wave number $\pi/W$ about the valley minimum. In units of $2\pi/a$ this spread is

$$\frac{\pi/W}{2\pi/a}=\frac{a}{2W}=\frac{0.5431}{2(1.222)}=0.222 .$$

The valley on $+y$ is only $1-0.813=0.187$ from the bulk zone boundary. Beyond that boundary lies a periodic copy of the valley on $-y$. Part of the envelope therefore reaches past the midpoint between two valleys, where a parabola about one minimum no longer describes the band. For $N=5$ the spread is 0.095, about half the distance to the boundary. I have not separated the effects of valley mixing and nonparabolic bands, so I cannot say how much each contributes to the discrepancy.

**Q:** The height also rises from $N=2$ to $N=3$, while your formula falls.

**A:** Yes. Without a separate minimum, the height at $N=2$ and $N=3$ only tells you how far the lowest band has climbed by $0.3\,\pi/a$, the first of the three points used. The formula gives the difference between two valley minima, so its trend need not appear there. From $N=4$ to $N=5$, where both minima exist, the height and $\Delta$ fall together.

**Q:** Even for $N=5$, how do you know that the zone-centre state comes from the transverse valleys? It could be some new state made by the surface.

**A:** Its eigenvectors can be compared with the bulk valleys. I took the four lowest conduction states at $k=0$ and Fourier transformed their amplitudes over the atoms of one sublattice. Along the bulk $y$ and $z$ axes the summed weight peaks at $0.815\,(2\pi/a)$, next to the bulk valley position of $0.813\,(2\pi/a)$.

I also compared the weight at an axial point with the weight at the two transverse points displaced by $k_0$ along $y$ and $z$. For the state at $k=0.373\,\pi/a$, the axial point is the bulk minimum at $k_x=-k_0$. For the states at $k=0$ it is $k_x=-2\pi/a$, the point on the $x$ axis near that valley which has the right wire momentum. The axial fraction of this sampled weight is 0.0002 at $k=0$ and 0.9997 at $k=0.373\,\pi/a$. At these sampled points, each minimum has the character of the valleys that projection assigns to it.

**Q:** And the artificial 30 eV at the surface?

**A:** For $N=3$ I repeated the calculation with 15 eV. The sampled minimum stayed at $k=0$ and the height changed from 0.204 to 0.200 eV. At this width, then, halving the parameter hardly matters. It does not test surface relaxation or real hydrogen orbitals, which the model omits, along with spin–orbit coupling and many-electron corrections to the gap.

**Q:** So should I replace my rule by "every silicon nanowire is direct"?

**A:** No, the axis matters. Along [111] the lattice vector $(a/2)(n,n,n)$ needs $3n$ even, so $n=2$ and $T=\sqrt3\,a$. Each valley projects to $\pm k_0/\sqrt3$. Measured in the reciprocal period $2\pi/(\sqrt3a)$, this is $\pm0.813$, which folds to $\mp0.187$, or 0.373 of the distance to the zone boundary. No valley lands at $k=0$. In the one-valley picture such a wire keeps an off-centre conduction minimum. Very thin ones need their own atomistic calculation, because valley mixing could change that.

**Q:** And [110]?

**A:** There $n=1$ is allowed, so $T=a/\sqrt2$. The two $z$ valleys project to $k=0$, and the other four to 0.813 of the distance to the zone boundary. Now the shape of the section matters. Let $s=[1\bar10]$ and $z$ be the confined directions, with hard-wall widths $W_s$ and $W_z$. A $z$ valley has inverse masses $1/m_t$ along $s$ and $1/m_l$ along $z$.

For an $x$ or $y$ valley, $s$ lies at $45^\circ$ to the valley axis, so the inverse mass along $s$ is the average $\frac12(1/m_l+1/m_t)$. Along $z$ it is $1/m_t$. The kinetic energy also couples $p_s$ to the momentum along the wire, measured from the valley. At the valley's projected position that momentum is zero and the coupling vanishes. Away from it, completing the square in $p_s$ leaves a shift of $p_s$, which a phase factor in the envelope removes, and a positive energy quadratic in the wire momentum. The subband minimum therefore stays at the projected position.

The $z$ valleys are lower when

$$\frac{1}{m_tW_s^2}+\frac{1}{m_lW_z^2}
<\frac12\left(\frac1{m_l}+\frac1{m_t}\right)\frac1{W_s^2}+\frac{1}{m_tW_z^2}.$$

Collect the $W_s$ terms on the left and the $W_z$ terms on the right:

$$\frac12\left(\frac1{m_t}-\frac1{m_l}\right)\frac1{W_s^2}
<\left(\frac1{m_t}-\frac1{m_l}\right)\frac1{W_z^2}.$$

Dividing by the positive mass factor leaves $W_z^2<2W_s^2$, or $W_z<\sqrt2\,W_s$. A square [110] wire satisfies this, while one much wider along $z$ does not. The [100] wire has no such shape condition in the envelope model.

**Q:** Then what could still defeat the [100] result?

**A:** A potential that treats the valleys differently. Strain can do this. Suppose that it lowers the axial pair by an energy $D$ relative to the transverse valleys and leaves the masses and confinement unchanged. The splitting becomes $\Delta-D$, so the minimum moves off centre once $D>\Delta$. For the $N=5$ wire, using the atomistic height in place of $\Delta$, that takes a relative shift of about 0.11 eV. A wider wire has a smaller splitting and is easier to reverse.

**Q:** So my mistake was to carry a three-dimensional label into a one-dimensional band structure.

**A:** That was the first part. The second was to assume that the six valleys stay equal once the electron is confined. In the unstrained [100] wire, projection supplies the states at $k=0$, and the anisotropic mass makes them the lowest.
